# PAW Band Velocity and Its Independence of the Position Origin: verification in Python

```python
"""PAW band velocity and its independence of the position origin.

Result under test, for H u = e S u with <u,S u> = 1 per cell:
  de/dk = <u,(dH/dk - e dS/dk)u>
        = (hbar^2/m)<psi,-i grad psi> + 2 Im sum X_i* (D_ij-e Q_ij) P_j
  P_i = <p_i,psi>,  X_i = <p_i,(r-R)psi>,  psi = exp(ikr) u.
p_i: projectors; D, Q: Hermitian on-site matrices; R: any point,
common to all projectors of one atom. psi is the smooth PAW state.
The 1D model uses nm and eV; velocities are converted to m/s.
The 3D test is dimensionless (hbar = m = 1).
"""
import numpy as np
from numpy.polynomial import Polynomial
from scipy.linalg import eigh
from scipy.constants import hbar, m_e, e as charge

kin = hbar**2 / (2 * m_e) / charge * 1e18       # hbar^2/2m in eV nm^2
to_speed = 1e-9 * charge / hbar                # eV nm -> m/s
cell, radius = 0.5, 0.1
sites = [0.12, 0.35]
depths = [20.0, 15.0]
recip = 2 * np.pi / cell
orders = np.arange(-60, 61)
G = recip * orders
s, w = np.polynomial.legendre.leggauss(200)
weight = radius * w

# ---------- all-electron reference: local wells, plane waves ----------
differences = np.arange(-120, 121)
v_table = np.zeros(len(differences), complex)
for tau, depth in zip(sites, depths):
    well = -depth * (1 - s**2)**2
    phases = np.exp(-1j * recip * np.outer(differences, tau + radius * s))
    v_table += phases @ (weight * well) / cell
V_full = v_table[orders[:, None] - orders[None, :] + 120]


def all_electron(k, band=2):
    """Energy and momentum-based slope de/dk of one all-electron band."""
    q = k + G
    energies, vectors = eigh(np.diag(kin * q**2) + V_full)
    c = vectors[:, band]
    return energies[band], 2 * kin * np.sum(np.abs(c)**2 * q)


k0 = 0.3 * recip
e_ref, slope_full = all_electron(k0)


# ---------- PAW data from partial waves at the reference energy ----------
def partial_wave_data(depth):
    """Projectors on the nodes, D (eV) and Q for even and odd waves."""
    projectors, D, Q = [], [], []
    for parity in (0, 1):
        a = np.zeros(82)
        a[parity] = 1.0
        for n in range(parity, 80, 2):
            term = (e_ref + depth) * a[n]
            if n >= 2:
                term -= 2 * depth * a[n - 2]
            if n >= 4:
                term += depth * a[n - 4]
            a[n + 2] = -radius**2 / kin * term / ((n + 2) * (n + 1))
        phi = Polynomial(a)
        phi = phi / np.sqrt(np.sum(weight * phi(s)**2))
        powers = np.array([parity, parity + 2, parity + 4])
        match = np.array([powers**0, powers, powers * (powers - 1)], float)
        edge = [phi(1.0), phi.deriv(1)(1.0), phi.deriv(2)(1.0)]
        b = np.zeros(6)
        b[powers] = np.linalg.solve(match, edge)
        smooth = Polynomial(b)
        f, g = phi(s), smooth(s)
        f_kin = -kin / radius**2 * phi.deriv(2)(s)
        g_kin = -kin / radius**2 * smooth.deriv(2)(s)
        well = -depth * (1 - s**2)**2
        chi = e_ref * g - g_kin
        projectors.append(chi / np.sum(weight * chi * g))
        Q.append(np.sum(weight * (f * f - g * g)))
        D.append(np.sum(weight * (f * (f_kin + well * f) - g * g_kin)))
    return np.array(projectors), np.array(D), np.array(Q)


atoms = [partial_wave_data(depth) for depth in depths]
D_all = np.concatenate([atom[1] for atom in atoms])
Q_all = np.concatenate([atom[2] for atom in atoms])


def projection_matrix(k):
    """Rows give <p_i, plane wave> for all projectors in the cell."""
    q = k + G
    rows = []
    for tau, atom in zip(sites, atoms):
        waves = np.exp(1j * np.outer(tau + radius * s, q)) / np.sqrt(cell)
        rows.append((atom[0] * weight) @ waves)
    return np.vstack(rows)


def paw_matrices(k):
    B = projection_matrix(k)
    H = np.diag(kin * (k + G)**2) + B.conj().T @ (D_all[:, None] * B)
    S = np.eye(len(G)) + B.conj().T @ (Q_all[:, None] * B)
    return H, S


def projections_and_moments(k, c, origins, shift=0.0):
    """P_i and X_i by real-space quadrature on one copy of each atom."""
    P, X = [], []
    for tau, atom, origin in zip(sites, atoms, origins):
        x = tau + shift + radius * s
        psi = np.exp(1j * np.outer(x, k + G)) @ c / np.sqrt(cell)
        P.extend((atom[0] * weight) @ psi)
        X.extend((atom[0] * weight) @ ((x - origin) * psi))
    return np.array(P), np.array(X)


def slope_parts(k, c, energy, origins, shift=0.0):
    """Kinetic, D and overlap parts of de/dk in eV nm."""
    P, X = projections_and_moments(k, c, origins, shift)
    kinetic = 2 * kin * np.sum(np.abs(c)**2 * (k + G))
    part_D = 2 * np.imag(np.sum(X.conj() * D_all * P))
    part_Q = -2 * energy * np.imag(np.sum(X.conj() * Q_all * P))
    return np.array([kinetic, part_D, part_Q])


def five_point(function, x, h):
    return (function(x - 2 * h) - 8 * function(x - h)
            + 8 * function(x + h) - function(x + 2 * h)) / (12 * h)


energies, vectors = eigh(*paw_matrices(k0))
band = int(np.argmin(np.abs(energies - e_ref)))
energy, c = energies[band], vectors[:, band]
P, X = projections_and_moments(k0, c, sites)
c = c * np.exp(-1j * np.angle(P[0]))           # make first P real, positive
P, X = projections_and_moments(k0, c, sites)
parts = slope_parts(k0, c, energy, sites)
slope = parts.sum()
step = 0.01


def paw_energy(k):
    return eigh(*paw_matrices(k), eigvals_only=True)[band]


slope_fd = five_point(paw_energy, k0, step)
assert abs(slope - slope_fd) < 1e-6

# matrix derivative at fixed periodic part
dH = five_point(lambda k: paw_matrices(k)[0], k0, step)
dS = five_point(lambda k: paw_matrices(k)[1], k0, step)
h_only = np.real(c.conj() @ dH @ c)
s_term = -energy * np.real(c.conj() @ dS @ c)
assert abs(h_only + s_term - slope) < 1e-6
assert abs(h_only - parts[0] - parts[1]) < 1e-6
assert abs(s_term - parts[2]) < 1e-6
assert abs(h_only - slope_fd) > 1e-4           # overlap term is needed

# derivative of each phased projection at fixed periodic part
site_list = np.repeat(sites, 2)
dP = five_point(lambda k: np.exp(-1j * k * site_list)
                * (projection_matrix(k) @ c), k0, step)
assert np.allclose(dP, 1j * np.exp(-1j * k0 * site_list) * X, atol=1e-7)

# separate origins for the atoms, and another copy of each atom
moved = slope_parts(k0, c, energy, [0.0, 3.0])
image = slope_parts(k0, c, energy, [t + cell for t in sites], cell)
assert np.allclose(moved, parts, atol=1e-8)
assert np.allclose(image, parts, atol=1e-8)
P_zero, X_zero = projections_and_moments(k0, c, [0.0, 0.0])
assert abs(X_zero[0] - X[0]) > 1e-4

# current between the augmentation regions, and all-electron reference
x_free = 0.485
wave = np.exp(1j * (k0 + G) * x_free) / np.sqrt(cell)
psi_free, dpsi_free = wave @ c, wave @ (1j * (k0 + G) * c)
slope_current = 2 * kin * cell * np.imag(psi_free.conj() * dpsi_free)
assert abs(slope_current / slope - 1) < 1e-3   # truncated derivative series
assert abs(energy - e_ref) < 1e-5
assert abs(slope_full / slope - 1) < 1e-4

table = []
for fraction in (0.2, 0.3, 0.4):
    k = fraction * recip
    values, states = eigh(*paw_matrices(k))
    value, state = values[band], states[:, band]
    velocity = slope_parts(k, state, value, sites).sum()
    assert abs(velocity - five_point(paw_energy, k, step)) < 1e-6
    e_full, v_full = all_electron(k)
    table.append((fraction, value, e_full, velocity, v_full))

# ---------- 3D skew cell with coupled s and p projectors ----------
rng = np.random.default_rng(4)
lattice = np.array([[4.0, 0.0, 0.0], [0.7, 4.3, 0.0], [0.4, -0.5, 3.8]])
volume = abs(np.linalg.det(lattice))
triples = np.array([(i, j, l) for i in (-1, 0, 1)
                    for j in (-1, 0, 1) for l in (-1, 0, 1)])
G3 = triples @ (2 * np.pi * np.linalg.inv(lattice).T)
t, wt = np.polynomial.hermite.hermgauss(14)
rho = np.array(np.meshgrid(t, t, t, indexing="ij")).reshape(3, -1).T
rho = rho / np.sqrt(2.0)                       # Gaussian exp(-2 rho^2)
w3 = np.einsum("i,j,k->ijk", wt, wt, wt).ravel() / 2.0**1.5
p3 = np.vstack([np.ones(len(rho)), rho.T]) * w3
tau3 = np.array([0.6, 1.1, -0.4])
M = rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4))
D3 = 0.3 * (M + M.conj().T)
M = rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4))
Q3 = 0.1 * M @ M.conj().T
V3 = np.zeros((27, 27), complex)
jump = triples[:, None, :] - triples[None, :, :]
for axis, angle in enumerate((0.4, 1.3, -0.8)):
    unit = np.eye(3, dtype=int)[axis]
    V3 += 0.3 * np.exp(1j * angle) * np.all(jump == unit, axis=2)
    V3 += 0.3 * np.exp(-1j * angle) * np.all(jump == -unit, axis=2)


def solve_3d(k):
    q = k + G3
    B = p3 @ np.exp(1j * (rho + tau3) @ q.T) / np.sqrt(volume)
    H = np.diag(0.5 * np.sum(q**2, axis=1)) + V3 + B.conj().T @ D3 @ B
    S = np.eye(27) + B.conj().T @ Q3 @ B
    return eigh(H, S)


k3 = np.array([0.30, -0.20, 0.15])
values3, states3 = solve_3d(k3)
e3, c3 = values3[0], states3[:, 0]
assert values3[1] - values3[0] > 1e-3          # non-degenerate state


def gradient_3d(origins):
    """Velocity formula; origins has one row for each projector."""
    q = k3 + G3
    points = rho + tau3
    psi = np.exp(1j * points @ q.T) @ c3 / np.sqrt(volume)
    P3 = p3 @ psi
    X3 = p3 @ (points * psi[:, None]) - origins * P3[:, None]
    A = D3 - e3 * Q3
    return np.abs(c3)**2 @ q + 2 * np.imag(X3.conj().T @ (A @ P3))


grad_fd = np.array([five_point(lambda x: solve_3d(k3 + x * d)[0][0], 0.0, 2e-3)
                    for d in np.eye(3)])
grad_site = gradient_3d(np.tile(tau3, (4, 1)))
grad_zero = gradient_3d(np.zeros((4, 3)))
unequal = np.tile(tau3, (4, 1))
unequal[0] += np.array([3.0, 3.0, 3.0])
grad_wrong = gradient_3d(unequal)
assert np.allclose(grad_site, grad_fd, atol=1e-7)
assert np.allclose(grad_zero, grad_site, atol=1e-9)
assert np.max(np.abs(grad_wrong - grad_fd)) > 1e-4

# ---------- printed record ----------
print(f"cell length {cell} nm, augmentation radius {radius} nm")
print(f"atom positions {sites} nm, well depths {depths} eV")
print(f"plane waves {len(G)}, k = 0.3*2pi/a = {k0:.5f} 1/nm")
print(f"reference (all-electron) energy, band 3: {e_ref:.6f} eV")
print(f"PAW energy {energy:.6f} eV, PAW band number {band + 1}")
labels = ["atom 1 even", "atom 1 odd", "atom 2 even", "atom 2 odd"]
for i, label in enumerate(labels):
    print(f"{label}: D = {D_all[i]:.5f} eV, Q = {Q_all[i]:.6f}")
print("Projections P (no unit), moments X (nm), R at the atom:")
for i, label in enumerate(labels):
    print(f"{label}: P = {P[i]:.6f}, X = {X[i]:.7f}")
print(f"atom 1 even, R = 0: X = {X_zero[0]:.7f} nm")
print(f"atom 1 odd, R = 0: X = {X_zero[1]:.7f} nm")
print("Velocity parts in m/s:")
for label, part in zip(("kinetic", "D", "-e Q"), parts):
    print(f"{label}: {part * to_speed:.2f}")
print(f"total from formula: {slope * to_speed:.2f} m/s")
print(f"finite difference of energy: {slope_fd * to_speed:.2f} m/s")
print(f"interstitial current: {slope_current * to_speed:.2f} m/s")
print(f"all-electron momentum: {slope_full * to_speed:.2f} m/s")
print(f"without e dS/dk: {h_only * to_speed:.2f} m/s")
print(f"origins 0 and 3 nm: {moved.sum() * to_speed:.2f} m/s")
print(f"atoms in next cell: {image.sum() * to_speed:.2f} m/s")
print(f"de/dk from formula: {slope:.7f} eV nm")
print("k/(2pi/a); energy PAW, all-electron (eV); velocity same (m/s)")
for row in table:
    print(f"{row[0]:.1f}; {row[1]:.5f}, {row[2]:.5f}; "
          f"{row[3] * to_speed:.0f}, {row[4] * to_speed:.0f}")
print("3D test, gradient components (dimensionless):")
for label, g in (("finite difference", grad_fd), ("R at atom", grad_site),
                 ("R = 0", grad_zero), ("unequal origins", grad_wrong)):
    print(f"{label}: {g[0]:.7f} {g[1]:.7f} {g[2]:.7f}")
print("checks complete")
```

Running it gives:

```
cell length 0.5 nm, augmentation radius 0.1 nm
atom positions [0.12, 0.35] nm, well depths [20.0, 15.0] eV
plane waves 121, k = 0.3*2pi/a = 3.76991 1/nm
reference (all-electron) energy, band 3: 4.556688 eV
PAW energy 4.556688 eV, PAW band number 3
atom 1 even: D = -3.50604 eV, Q = 0.470963
atom 1 odd: D = -5.54793 eV, Q = 0.080550
atom 2 even: D = -5.25650 eV, Q = 0.389807
atom 2 odd: D = -4.04072 eV, Q = 0.053583
Projections P (no unit), moments X (nm), R at the atom:
atom 1 even: P = 0.176471-0.000000j, X = 0.0073146+0.0463993j
atom 1 odd: P = 0.092447+0.586426j, X = -0.0008055-0.0000000j
atom 2 even: P = -0.180915-0.120490j, X = 0.0171448-0.0212174j
atom 2 odd: P = 0.325830-0.403228j, X = -0.0020741-0.0013813j
atom 1 even, R = 0: X = 0.0284912+0.0463993j nm
atom 1 odd, R = 0: X = 0.0102881+0.0703711j nm
Velocity parts in m/s:
kinetic: 1086750.02
D: 173702.99
-e Q: 84832.02
total from formula: 1345285.03 m/s
finite difference of energy: 1345285.03 m/s
interstitial current: 1345286.40 m/s
all-electron momentum: 1345285.03 m/s
without e dS/dk: 1260453.01 m/s
origins 0 and 3 nm: 1345285.03 m/s
atoms in next cell: 1345285.03 m/s
de/dk from formula: 0.8854827 eV nm
k/(2pi/a); energy PAW, all-electron (eV); velocity same (m/s)
0.2; 3.59069, 3.58859; 977443, 980554
0.3; 4.55669, 4.55669; 1345285, 1345285
0.4; 5.79487, 5.78882; 1631803, 1614684
3D test, gradient components (dimensionless):
finite difference: 0.1653505 -0.1041420 0.1264452
R at atom: 0.1653505 -0.1041420 0.1264452
R = 0: 0.1653505 -0.1041420 0.1264452
unequal origins: 0.1304750 -0.1390176 0.0915696
checks complete
```
